# Why Two-Photon Polymerization Rate Can Grow Linearly with Intensity

A photoresist is exposed by two-photon absorption, so doubling the light intensity creates radicals four times as fast. Why, then, can the steady polymerization rate merely double?

The answer lies in how radicals disappear. The polymerization rate depends on how many radicals are present, not directly on how many are made per second. If radicals are destroyed in pairs, a denser population also destroys itself faster. When the intensity doubles, each radical meets twice as many partners and lives half as long. Four times the production multiplied by half the lifetime gives twice the population.

This holds under conditions: radicals are lost mainly in pairs, the light has been on long enough for production and loss to balance, the initiator is not spent, and the rate constants do not themselves change with intensity. Where a condition fails, the exponent can change.

## Why the source is quadratic

Use atomic units for the optical step. Let the ground state g be coupled to a final state e through an intermediate state m, which one photon misses by a detuning \(\Delta\). Both couplings have Rabi frequency \(\Omega\), proportional to the electric field. In the rotating frame the amplitudes obey

\[
i\dot c_m=\Delta c_m+\tfrac{\Omega}{2}(c_g+c_e),\qquad i\dot c_e=\tfrac{\Omega}{2}c_m .
\]

For \(\Omega\ll\Delta\) and a smooth pulse, \(c_m\) follows the field. With \(c_g\approx1\) and \(c_e\) small, setting \(\dot c_m\approx0\) gives \(c_m\approx-\Omega/(2\Delta)\). Inserting this in the second equation gives

\[
c_e=i\int\frac{\Omega^2}{4\Delta}\,dt .
\]

Because \(\Omega^2\propto I\), the amplitude is proportional to intensity and the probability \(|c_e|^2\) to \(I^2\). A direct solution of the Schrödinger equation for a 100 fs pulse, with \(\Delta=0.05\) and peak \(\Omega=5\times10^{-4}\) hartree, gave a probability of \(3.026\times10^{-5}\), in agreement with this formula, and an exponent of 2.000.

In a molecule the final state is broadened, and the golden rule turns the effective coupling \(\Omega^2/(4\Delta)\) into a rate proportional to its square. With photon flux \(F=I/\omega\), the excitation rate per initiator is written

\[
W=\tfrac12\,\delta F^2 ,
\]

where \(\delta\) is the two-photon cross-section and the factor ½ counts two absorbed photons as one excitation. If a fraction \(\phi\) of excitations cleaves the initiator, the cleavage rate is \(k_d=\phi\langle W\rangle\), averaged over the pulse train. Each cleavage makes two radicals, so the source is

\[
R_i=2k_d[\mathrm{PI}]\propto I^2 ,
\]

with \([\mathrm{PI}]\) the initiator concentration. From here on \(I\) is the time-averaged intensity, varied at fixed pulse shape and repetition rate.

## Why pair loss gives a square root

Among \(N\) radicals there are \(N(N-1)/2\) pairs. In a well-mixed volume \(V\), let each pair terminate at rate \(c\), and let new pairs be created at rate \(g\). Starting from none, \(N\) stays even. In the steady state the upward flow from \(N\) to \(N+2\) equals the downward flow:

\[
gP(N)=c\,\frac{(N+2)(N+1)}{2}P(N+2).
\]

With \(z^2=2g/c\), this recursion gives \(P(N)=z^N/(N!\cosh z)\) for even \(N\), since the even terms \(z^N/N!\) add up to \(\cosh z\). The mean follows from \(\sum N z^N/N!=z\sinh z\):

\[
\langle N\rangle=z\tanh z .
\]

For many radicals \(\langle N\rangle\to z\), which is proportional to the square root of the creation rate. For \(z\ll1\) it becomes \(z^2\): a radical then usually meets only the partner it was born with, and the square root is lost. Solving the rate equations for the probabilities numerically gave means of 0.00997 at \(z=0.1\) and 10.000 at \(z=10\), as the formula requires.

For large \(N\), use the concentration \(R=N/V\). Each event removes two radicals, so the loss is \(2\times cN^2/2=cN^2\) per unit time. Writing it as \(2k_tR^2\) per unit volume defines the termination constant through \(cV=2k_t\). The balance is

\[
\frac{dR}{dt}=R_i-2k_tR^2 .
\]

Setting the derivative to zero gives

\[
R_{ss}=\sqrt{\frac{R_i}{2k_t}} .
\]

Radicals add monomer at the rate

\[
R_p=k_p[\mathrm M]R_{ss}=k_p[\mathrm M]\sqrt{\frac{\phi\langle W\rangle[\mathrm{PI}]}{k_t}}\propto I ,
\]

where \(k_p\) is the propagation constant and \([\mathrm M]\) the concentration of unreacted double bonds. The square root halves the exponent of the source: two-photon initiation gives 1, one-photon initiation gives ½.

The cause can be isolated by changing the loss alone. If radicals vanish singly at rate \(k_1R\), then \(R=R_i/k_1\) and the rate is quadratic. Integrating the balance in time with each kind of loss gave exponents of 1.000 and 2.000.

With both losses present, \(R_i=k_1R+2k_tR^2\). Differentiating the logarithm,

\[
\frac{d\ln R_i}{d\ln R}=\frac{k_1+4k_tR}{k_1+2k_tR}.
\]

Since \(d\ln R_i/d\ln I=2\), the exponent is

\[
n=\frac{d\ln R}{d\ln I}=\frac{2(k_1+2k_tR)}{k_1+4k_tR},
\]

which runs from 1 for pair loss to 2 for single loss.

## How long the balance takes

Let \(u=R/R_{ss}\) and \(\tau=R_{ss}/R_i=1/\sqrt{2k_tR_i}\). The balance becomes \(du/dt=(1-u^2)/\tau\). Starting from no radicals,

\[
R=R_{ss}\tanh(t/\tau).
\]

At \(t\ll\tau\) this is \(R_it\): nothing has yet had time to terminate, and the rate at a fixed short time is quadratic in intensity. The time \(\tau\), which is also the mean radical lifetime in the steady state, varies as \(1/I\).

Monomer must not run out first. The conversion \(X\) obeys \(dX/dt=k_pR(1-X)\). Integrating, and using \(R_{ss}\tau=1/(2k_t)\),

\[
-\ln(1-X)=\frac{k_p}{2k_t}\ln\cosh\frac{t}{\tau}.
\]

The steady state is reached with little monomer consumed if \(k_p\ll2k_t\), whatever the intensity.

In a real resist \(k_t\) falls as the network forms. The linear law survives this if the rate constants depend on conversion alone and rates are compared at the same conversion. Write \(R_i=aI^2\), \(R=Ir\) and \(s=It\). Then

\[
\frac{dr}{ds}=a-2k_t(X)r^2,\qquad \frac{dX}{ds}=k_p(X)\,r(1-X).
\]

The intensity has dropped out. At a given \(X\), \(r\) is therefore the same for every intensity, the rate is proportional to \(I\), and the time needed is proportional to \(1/I\). This requires pair loss, constant initiator and a start from zero radicals.

Termination can also depend on chain length, and brighter light makes shorter chains. If \(k_t\propto L^{-\beta}\), with chain length \(L\propto R/R_i\) at a given conversion, the steady balance gives \(n=2(1-\beta)/(2-\beta)\). For \(\beta=0.16\), a value for long chains, this is 0.91. In the worked case below chains grow to only about \(k_p[\mathrm M]\tau\approx180\) units, and short chains have a steeper dependence (exponents of roughly 0.5 to 0.8 below some 30 to 100 units), which lowers \(n\) further, to about 0.8. Real resists therefore need not follow the linear law exactly.

## A worked case

Take a loosely focused femtosecond beam in a multifunctional acrylate resist near room temperature. The values are rough typical ones: wavelength 780 nm, pulses of 100 fs at 80 MHz, average power 1 mW, beam radius \(w=2\) µm, \(\delta=10\) GM (1 GM is \(10^{-50}\) cm⁴ s), \(\phi=0.1\), \([\mathrm{PI}]=0.05\) mol/L, 10 mol/L of double bonds, \(k_p=10^4\) and \(k_t=10^6\) L/(mol s).

The mean intensity on the axis is \(2P/(\pi w^2)=15.9\) kW/cm². Dividing by the photon energy, 1.59 eV, gives \(\langle F\rangle=6.25\times10^{22}\) cm⁻² s⁻¹. For Gaussian pulses of full width \(T\) at half maximum and repetition rate \(f\), the integrals of the pulse and of its square are \(T\sqrt{\pi/(4\ln2)}\) and \(T\sqrt{\pi/(8\ln2)}\) times the peak values, so

\[
\frac{\langle F^2\rangle}{\langle F\rangle^2}=\frac{\sqrt{2\ln2/\pi}}{fT}=\frac{0.664}{8\times10^{-6}}=8.3\times10^4 .
\]

The excitation rate is then

\[
\langle W\rangle=\tfrac12(10^{-49})(6.25\times10^{22})^2(8.3\times10^4)\approx16.2\ \mathrm{s^{-1}} .
\]

Hence \(k_d=1.62\) s⁻¹ and \(R_i=2(1.62)(0.05)=0.162\) mol/(L s). The radical concentration and rate are

\[
R_{ss}=\sqrt{\frac{0.162}{2\times10^6}}=2.85\times10^{-4}\ \mathrm{mol/L},
\]
\[
R_p=(10^4)(10)(2.85\times10^{-4})=28.5\ \mathrm{mol/(L\,s)},
\]

the latter before monomer is consumed. At 2 mW the source rises fourfold, to 0.649 mol/(L s), but the rate only doubles, to 56.9 mol/(L s). One cubic micrometre holds about \(1.7\times10^5\) radicals. Even the region a radical explores in its lifetime, \(\sqrt{6D\tau}\approx32\) nm in radius for a diffusion constant \(D\) of 0.1 µm²/s, holds some 25, so the few-radical correction is negligible. That diffusion constant would limit \(k_t\) to about \(4\times10^5\) L/(mol s) for encounters at 0.5 nm. The larger value used here implies more mobile radicals, which explore a larger region holding more of them.

The rise time is \(\tau=1.76\) ms. For 10% conversion, \(\ln\cosh(t/\tau)=0.1054/0.005=21.1\). For large argument \(\ln\cosh x\approx x-\ln2\), so \(t=21.8\,\tau=38\) ms, well into the steady regime.

Suppose now that the rate is read at this fixed time instead. Without gelation the exponent is 0.89: the brighter exposure has used more monomer, which subtracts \((k_p/2k_t)(t/\tau)=0.11\). If \(k_t\) falls as \(e^{-10X}\), a rough model of gelation, the exponent at the same time is 1.63, although it remains 1.00 at fixed conversion. The brighter exposure is further along, where termination is slower. In this model a slope above 1 at fixed time is therefore no proof that pair termination has failed.

## Pulses and the shape of the spot

The light arrives in flashes 12.5 ns apart, while radicals live for about 1.8 ms. Each pulse adds a fraction \(T_p/\tau=7\times10^{-6}\) of the steady population, where \(T_p\) is the interval, so the radicals respond to the average source.

The opposite limit behaves differently. Let each pulse add \(\Delta R\), and define \(s_p=2k_tT_p\,\Delta R\propto I^2\) and \(x=2k_tT_pR\) just after a pulse. Pair decay over one interval turns \(x\) into \(x/(1+x)\), so repetition requires

\[
x=\frac{x}{1+x}+s_p,\qquad\text{or}\qquad x^2=s_p(1+x).
\]

The mean of \(2k_tT_pR\) over the interval is \(\ln(1+x)\). For \(s_p\ll1\) this is about \(\sqrt{s_p}\), linear in \(I\). For \(s_p\gg1\), \(x\approx s_p\) and growth is logarithmic, because most radicals from a strong flash destroy one another early. At \(s_p=10^4\) the exponent is 0.22. Here \(s_p=(T_p/\tau)^2\approx5\times10^{-11}\).

The square root also acts across the beam. With \(I\propto e^{-2r^2/w^2}\), the source varies as \(e^{-4r^2/w^2}\), with full width at half maximum \(w\sqrt{\ln2}=1.67\) µm. The steady rate follows \(I\) itself, with width \(w\sqrt{2\ln2}=2.35\) µm. If diffusion is neglected, pair termination thus widens the rate profile by \(\sqrt2\). The wings take longer to get there, since \(\tau\propto1/I\). This width also assumes no oxygen. With the oxygen described below diffusing in from the side, the wings are cut off: when the axis reaches 10% conversion the rate profile is roughly 2.1 to 2.2 µm wide at 1 mW and, with depletion and gelation included, about 1.2 µm at 0.5 mW, narrower than the source itself.

## What bends the line

**Oxygen.** Dissolved oxygen captures radicals singly. Take \(10^{-3}\) mol/L and a capture constant of \(5\times10^8\) L/(mol s). The initial loss rate, \(5\times10^5\) s⁻¹, far exceeds \(1/\tau=570\) s⁻¹, so polymerization is at first weak and quadratic in intensity. At a fixed time the exponent then climbs above 2 as the oxygen runs down, because brighter light removes it sooner. Without resupply, the oxygen is used up in \(10^{-3}/0.162\) s, or 6.2 ms.

Oxygen then diffuses back from the side, with \(D=10\) µm²/s. Where radicals are dense it does not get far: with capture constant \(k_{ox}\), it penetrates only about \(\sqrt{D/(k_{ox}R_{ss})}\approx8\) nm. The capture constant used here suits a thin liquid. With so small a \(D\), diffusion would limit it to about \(4\times10^7\) L/(mol s) for encounters at 0.5 nm. The depth is then about 30 nm, still far less than the beam radius, and the initial loss rate of \(4\times10^4\) s⁻¹ still far exceeds \(1/\tau\). The returning oxygen is used up at the edge of the polymerizing zone, and once the axis is free of oxygen the exponent there returns to 1.

A resupply that reached every point of the zone equally would act differently. To illustrate it, borrow a rate from diffusion. Near the axis a depleted profile \(e^{-2r^2/w^2}\approx1-2r^2/w^2\) has Laplacian \(-8/w^2\) in the plane, so without capture it initially relaxes at \(8D/w^2=20\) s⁻¹. A uniform supply at this rate is \(S=0.020\) mol/(L s). If all of it is captured, \(2k_tR^2=R_i-S\), and

\[
n=\frac12\,\frac{d\ln(R_i-S)}{d\ln I}=\frac{R_i}{R_i-S}=\frac{0.162}{0.142}=1.14 .
\]

This uniform-supply model has a threshold where \(R_i=S\), at \(\sqrt{0.020/0.162}=0.35\) mW. Close above it the exponent can exceed 2.

**Initiator depletion.** If no fresh initiator diffuses in, the source decays as \(e^{-k_dt}\), so \(R\approx R_{ss}e^{-k_dt/2}\) once the short rise is over. A fixed conversion fixes \(C=\int R\,dt=-\ln(1-X)/k_p\). Integrating,

\[
C=\frac{2R_{ss}}{k_d}\left(1-e^{-k_dt/2}\right)\quad\Rightarrow\quad R=R_{ss}-\tfrac12Ck_d .
\]

Because \(R_{ss}\propto I\) and \(k_d\propto I^2\),

\[
n=\frac{R_{ss}-Ck_d}{R_{ss}-\tfrac12Ck_d}=0.97
\]

at 10% conversion, where 6% of the initiator has gone.

**Smaller effects.** With a diffusion constant of 0.1 µm²/s, radicals escape at 0.2 s⁻¹, which leaves the exponent at 1.000. Reaction heat (0.8 eV per bond) and absorbed light warm the axis by an estimated 0.05 K, for a long heated cylinder with conductivity 0.2 W/(m K) and heat capacity \(2\times10^6\) J/(m³ K).

With the uniform oxygen supply, depletion, radical diffusion and gelation together, the exponent at 10% conversion is 2.10 at 0.5 mW, 1.13 at 1 mW, 0.99 at 2 mW and 0.90 at 4 mW. No single power law covers this range in that model. The value near 1 at 2 mW includes a partial cancellation: the oxygen supply raises the exponent and depletion lowers it. If oxygen arrives only from the side and is captured at the edge, the large exponent at 0.5 mW disappears, falling to about 1.0. It rises again at lower power, to roughly 1.2 at 0.3 mW, and at 0.2 mW the axis stays below 1% conversion even after several seconds, so side supply also produces a practical threshold.

## How far this carries to real writing

The example is much more loosely focused than high-resolution two-photon writing, which uses spots well below a micrometre. That difference matters. With constant \(k_t\) and no oxygen, the depletion formula gives the conversion reached by the time the initiator is spent as \(-\ln(1-X)\approx2k_pR_{ss}/k_d\), which varies as \(1/I\). For the present spot the right side is 3.5. Shrinking the radius to 0.3 µm at the same power raises the intensity 44-fold and reduces it to 0.079, or 8% conversion. Unless fresh initiator diffuses in fast enough, it would then run out before the 10% comparison point, and the linear law could not be applied there. The radicals left over then decay as \(1/(2k_tt)\), so in this model conversion still creeps up logarithmically after the initiator has gone. With constant \(k_t\) this creep reaches 10% only after about 80 ms. Gelation, by slowing termination, raises the conversion reached: with \(k_t\propto e^{-10X}\), 10% comes at about 2 ms, though by then over 99.9% of the initiator is spent.

Real networks also break the assumption that radicals die only in pairs, because some become trapped. If trapping acts as a first-order loss, the mixed-loss formula sizes the change. Setting \(n=3/2\) gives \(k_1=4k_tR\). The balance is then \(R_i=6k_tR^2\), so

\[
k_1=4k_t\sqrt{\frac{R_i}{6k_t}}=\frac{2}{\sqrt3\,\tau}\approx660\ \mathrm{s^{-1}} .
\]

A trapping rate of this size would move the exponent halfway from linear to quadratic at 1 mW. Because \(1/\tau\propto I\), a fixed trapping rate matters less at higher intensity. The rate constants used here are rough inputs that vary between resists and with conversion, so the rate of 28.5 mol/(L s) indicates a scale, not a prediction for a particular product. The main values of the worked case are in the numerical output below.

## Computed results

```
inputs: 780 nm, 100 fs, 80 MHz
inputs: power 1.0 mW, beam radius 2.0 um
inputs: cross-section 10 GM, yield 0.10
inputs: initiator 0.050, double bonds 10.0 mol/L
inputs: kp 1.0e+04, kt 1.0e+06 L/mol/s
inputs: oxygen 1.0e-03 mol/L, k_oxygen 5.0e+08 L/mol/s
inputs: D oxygen 10.0, D radical 0.1 um^2/s
inputs: gel factor 10, target conversion 0.10
inputs: heat 0.8 eV/bond, conductivity 0.2 W/m/K
inputs: heat capacity 2.0e+06 J/m^3/K
TDSE test: detuning 0.05 hartree, peak Rabi 5e-4 hartree
TDSE probability 3.0258e-05, formula 3.0259e-05
TDSE absorption exponent 1.9999
photon energy 1.5895 eV
mean intensity 15.915 kW/cm^2
peak intensity 1.869 GW/cm^2
pulse shape factor 0.6643
mean photon flux 6.2494e+22 /cm^2/s
excitation rate 16.215 /s per initiator
excitation per pulse 2.03e-07
cleavage rate kd 1.6215 /s
radical source 0.1621 mol/L/s
steady radicals: ODE 2.8473e-04, formula 2.8473e-04 mol/L
radicals in 1 um^3: 1.715e+05
rise time tau 1.756 ms
kp/(2 kt) 0.0050
0.5 mW: source 0.0405, rate 14.24 mol/L/s
1.0 mW: source 0.1621, rate 28.47 mol/L/s
2.0 mW: source 0.6486, rate 56.95 mol/L/s
4.0 mW: source 2.5944, rate 113.89 mol/L/s
exponents: pair loss 1.0000, one-photon 0.5000
exponents: first-order loss 2.0000, early time 1.9999
mixed loss: k1 657.6 /s gives exponent 1.5000
pair statistics: z 0.1, mean number 0.00997
pair statistics: z 0.2, mean number 0.03948
pair statistics: z 10.0, mean number 10.00000
pair statistics: z 20.0, mean number 20.00000
pulse ripple 7.12e-06 of steady radicals
pulse exponents: weak dense 1.0000, strong sparse 0.2171
profile FWHM: early 1.665 um, steady 2.355 um
10% conversion: time 38.22 ms, rate 25.63 mol/L/s
fixed conversion: rate exponent 1.0000, time exponent -1.0000
gelation: exponent at fixed conversion 1.0000
fixed clock time: plain 0.891, gelation 1.627
initiator used at 10% conversion 6.10 %
oxygen exchange 20.0 /s, supply 0.0200 mol/L/s
oxygen: first use-up time 6.17 ms, threshold 0.351 mW
radical escape 0.20 /s, 1/tau 569.5 /s
exponents: depletion 0.9688, oxygen 1.1410
exponent: radical diffusion 1.0002
all kinetic effects at 0.5 mW: exponent 2.102
all kinetic effects at 1.0 mW: exponent 1.127
all kinetic effects at 2.0 mW: exponent 0.985
all kinetic effects at 4.0 mW: exponent 0.904
heating estimate 0.055 K
```
